# Hartree-Fock kernel of the Bethe-Salpeter equation and linearized time-dependent Hartree-Fock, part 2

We compare two descriptions of how a Hartree-Fock determinant responds to a weak external potential $\varphi$: the Bethe-Salpeter equation with the Hartree-Fock self-energy $\Sigma$, and time-dependent Hartree-Fock (TDHF). Atomic units are used.

The one-body Hamiltonian is $h$. The Hartree-Fock spin orbitals $\phi_p$ have energies $\varepsilon_p$ and occupations $f_p=0$ or $1$. Orbitals $i,j$ are occupied, $a,b$ are empty, and $p,q,r,s$ are arbitrary. The density matrix is $\gamma_{pq}=\langle c_q^\dagger c_p\rangle$. In the stationary state, $\gamma_0$ and $F_0=h+\Sigma[\gamma_0]$ are diagonal, with elements $f_p$ and $\varepsilon_p$. With $v=1/|\mathbf r-\mathbf r'|$,

$$(pq|rs)=\int dx\,dx'\,\phi_p^*(x)\phi_q(x)\,v(x,x')\,\phi_r^*(x')\phi_s(x'),$$

where $x$ contains position and spin. The kernel is $K_{pq,rs}=(pq|sr)-(pr|sq)$, and $\delta\Sigma=K\delta\gamma$.

TDHF obeys

$$i\dot\gamma=F\gamma-\gamma F=[\,h+\varphi+\Sigma[\gamma],\gamma\,],\tag{9}$$

which keeps $\gamma^2=\gamma$. For time dependence $e^{-i\omega t}$, its linear form is

$$(\omega-\varepsilon_p+\varepsilon_q)\,\delta\gamma_{pq}
=(f_q-f_p)\,[\delta\varphi+K\delta\gamma]_{pq}.\tag{10}$$

For a potential acting at one time, the Bethe-Salpeter equation gives the same relation:

$$\delta\gamma_{pq}=\Pi_{pq}(\omega)\Big[\delta\varphi_{pq}+\sum_{rs}K_{pq,rs}\delta\gamma_{rs}\Big],\qquad
\Pi_{pq}(\omega)=\frac{f_q-f_p}{\omega-\varepsilon_p+\varepsilon_q}.\tag{6}$$

Both define $\delta\gamma=R\,\delta\varphi$ with the same $R(\omega)$ at complex frequency. On the real axis, part (e) showed that the time-ordered function takes $\omega+i\eta$ for $pq=ai$ and $\omega-i\eta$ for $pq=ia$, with small positive $\eta$.

For a potential with memory, the response at fixed self-energy is

$$\delta\gamma^{(0)}_{pq}(t)=-i\int dt_5\,dt_6\,G_p(t-t_5)\,\delta\varphi_{pq}(t_5,t_6)\,G_q(t_6-t),\tag{7}$$

where $G_p$ is the diagonal element of the time-ordered Green's function $G$. The full change is $\delta\gamma=\delta\gamma^{(0)}+RK\,\delta\gamma^{(0)}$. Part (f) showed that it can include occupied-occupied and empty-empty blocks. The four-time response $L=\delta G/\delta\varphi$ is

$$L=L_0+L_0\,(K+KRK)\,(-i)\,[L_0]_{t,t^+},\tag{8}$$

where $L_0$ is the response at fixed self-energy and the last factor is taken at equal output times.

### (h) In what sense do a causal and a time-ordered response agree?

Write (10) for particle-hole amplitudes. Then compare the pole positions in TDHF, which is causal, with those in the time-ordered Bethe-Salpeter equation.

*Solution.* Let $X_{ai}=\delta\gamma_{ai}$ and $Y_{ai}=\delta\gamma_{ia}$. For $pq=ai$ the occupation factor is $+1$, and for $pq=ia$ it is $-1$. Define

$$A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+K_{ai,bj},\qquad
B_{ai,bj}=K_{ai,jb}.$$

Explicitly, $K_{ai,bj}=(ai|jb)-(ab|ji)$ and $K_{ai,jb}=(ai|bj)-(aj|bi)$. Complex conjugation reverses both pairs of indices in an integral. Hence $K_{ia,jb}=K_{ai,bj}^*$ and $K_{ia,bj}=B_{ai,bj}^*$. Equation (10) becomes

$$(A-\omega)X+BY=-\delta\varphi_{ai},\qquad
B^*X+(A^*+\omega)Y=-\delta\varphi_{ia}.\tag{11}$$

Collect the amplitudes in $\xi=(X,Y)$ and define

$$S=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\qquad
N=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The matrix on the left of (11) is $S-\omega N$. For the causal response, $\omega$ is replaced by $\omega+i\eta$ everywhere. For the time-ordered response, part (e) prescribes $\omega+i\eta$ in the $X$ rows and $\omega-i\eta$ in the $Y$ rows. The matrix is then $S-\omega N-i\eta$.

A pole of the time-ordered response satisfies $(S-i\eta)\xi=\omega N\xi$. Multiplication by $\xi^\dagger$ gives

$$\omega=\frac{\xi^\dagger S\xi-i\eta\,\xi^\dagger\xi}{\xi^\dagger N\xi}.$$

Suppose that $S$ is positive definite. The numerator cannot vanish, so neither can $\xi^\dagger N\xi$. The real and imaginary parts of $\omega$ have opposite signs: positive poles lie below the real axis and negative poles above it. The causal poles all lie below it. As $\eta\to0$, the time-ordered response is therefore $R(\omega+i0)$ for $\omega>0$ and $R(\omega-i0)$ for $\omega<0$, whereas TDHF uses $R(\omega+i0)$ throughout. They are different boundary values of one function. The argument uses positive $S$. At $\eta=0$ the same formula then makes every pole real, which is why the shift $\omega+i\eta$ puts all causal poles below the axis. Without positive $S$, poles can stay off the real axis as $\eta\to0$, and a causal pole can lie above it. Part (l) examines such a case.

### (i) What are the poles and the polarizability?

Take real orbitals and a closed shell. Separate the spin channels and derive the polarizability along the coordinate $z$.

*Solution.* Begin with spin-conserving pairs. The Hartree part of $K$ couples both spins equally, while the Fock part couples equal spins. If the two spin amplitudes are equal, the Hartree integral counts twice, and the spatial matrix elements are

$$A^{\rm s}_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+2(ai|jb)-(ab|ji).$$

If they are opposite, the Hartree parts cancel, leaving the triplet matrix $A^{\rm t}$ with $-(ab|ji)$ alone. The same rule gives $B^{\rm s}=2(ai|bj)-(aj|bi)$ and $B^{\rm t}=-(aj|bi)$. For spin-flip pairs the Hartree integrals vanish by spin orthogonality. What remains couples $X$ for one flip direction to $X$ for the same direction through $A^{\rm t}$, and to $Y$ for the opposite direction through $B^{\rm t}$. The triplet poles therefore occur three times.

For an electric field of strength $E$ along $z$, the potential energy of an electron is $+Ez$. Let $d_{ai}=z_{ai}=z_{ia}$ and set $E=1$ in the linear equations. From here on $A$, $B$ and $d$ run over spin-orbital pairs; with the spatial matrices $A^{\rm s}$, $B^{\rm s}$ and spatial $d$, the sum over the two spins doubles the prefactors in (12) and (13). The sum and difference of the two equations (11) are

$$(A+B)(X+Y)-\omega(X-Y)=-2d,\qquad (A-B)(X-Y)=\omega(X+Y).$$

If $A-B$ is positive definite, let $C=(A-B)^{1/2}$. The second equation gives $X-Y=\omega C^{-2}(X+Y)$, and insertion into the first gives

$$[A+B-\omega^2C^{-2}](X+Y)=-2d .$$

With $W=C(A+B)C$, the bracket equals $C^{-1}(W-\omega^2)C^{-1}$. Its inverse is $C(W-\omega^2)^{-1}C$. The electron charge is $-1$, so the induced dipole gives $\alpha=-d^T(X+Y)$. Thus

$$\alpha(\omega)=2\,d^TC(W-\omega^2)^{-1}C\,d
=\sum_n\frac{f_n}{\Omega_n^2-\omega^2},\qquad f_n=2\,(w_n^TCd)^2,\tag{12}$$

where $Ww_n=\Omega_n^2w_n$ and $w_n$ is normalized. At zero frequency the factors of $C$ cancel:

$$\alpha(0)=2\,d^T(A+B)^{-1}d .\tag{13}$$

### (j) Do the two descriptions agree for a molecule?

Use F₂ in restricted Hartree-Fock with the 6-31G basis and a bond length of 2.0 bohr. This bond is deliberately short, chosen to keep the determinant stable. In this basis the restricted determinant becomes unstable near 2.5 bohr, and the real bond, about 2.67 bohr, lies beyond that point. Estimate the lowest excitations from the HOMO-LUMO pair, then compare the Bethe-Salpeter equation with calculations that do not use its solution.

*Solution.* The HOMO and LUMO energies are $-0.5691$ and $0.5342$ hartree, and the gap is $1.1033$ hartree. The HOMO is twofold degenerate, so the lowest singlet level and the lowest triplet level below are each a spatially degenerate pair. For this pair, $(ai|ia)=0.0364$ and $(aa|ii)=0.6278$ hartree. The diagonal elements of $A$ are

$$A^{\rm s}=1.1033+2(0.0364)-0.6278=0.5483,$$

$$A^{\rm t}=1.1033-0.6278=0.4755$$

in hartree; the unrounded inputs give $0.4756$ for the triplet. The electron-hole attraction removes more than half of the orbital gap. The repulsion from the Hartree derivative separates singlet from triplet.

With all pairs and the matrix $B$ included, the lowest singlet pole is at $0.5172$ hartree, or $14.07$ eV. The lowest triplet pole is at $0.4365$ hartree, or $11.88$ eV. Both lie below the one-pair values. The calculation does not divide this lowering between mixing among pairs and coupling through $B$. These values are not converged in the basis. In aug-cc-pVTZ the lowest singlet and triplet poles move to $0.455$ and $0.416$ hartree and the LUMO drops to $0.124$ hartree. The weight of the HOMO-LUMO pairs falls from $0.97$ to $0.77$ in the singlet and to $0.47$ in the triplet, so the one-pair estimate is tied to the small basis.

The first pole with appreciable strength along the bond is at $0.966$ hartree, with $f_n=3.80$. It lies well above $-\varepsilon_{\rm HOMO}$, which is $0.569$ hartree in this basis. In a complete basis, the Hartree-Fock continuum begins at the corresponding threshold. Its position and strength therefore belong to this small basis. In aug-cc-pVTZ the strength is spread over several poles, and the first with $f_n>0.01$ lies at $0.502$ hartree with $f_n=0.18$.

The numerical check first tests the ingredients. The finite-difference slope of the self-energy agrees with $K$ to $1.2\times10^{-11}$ hartree. The time integral of the Green's function product agrees with $\Pi$ to about $10^{-11}$ per hartree for the two orderings of the HOMO-LUMO pair.

For the poles, (9) is differentiated numerically in the singlet and triplet channels. The singlet set taken once and the triplet set taken three times reproduce all 324 Bethe-Salpeter poles within $5.3\times10^{-10}$ hartree.

The static polarizability offers a comparison with ordinary self-consistent calculations. The Bethe-Salpeter equation gives $\alpha_{zz}(0)=4.6229$ bohr³. The dipole induced in a small static field also gives $4.6229$ bohr³. The digits test the identity, not the molecule: in aug-cc-pVTZ the same quantity is $6.95$ bohr³.

At finite frequency, (9) is propagated in its nonlinear form after a kick $\varphi(t)=kz\,\delta(t)$ with $k=0.001$ per bohr. The kick contains all frequencies with equal weight, so to first order in $k$

$$\alpha_{zz}(\omega)=-\frac1k\int_0^\infty dt\,e^{i\omega t}\,\delta\langle z\rangle(t),\qquad {\rm Im}\,\omega>0,$$

where $\langle z\rangle$ is summed over the electrons. At $\omega=0.4+0.25i$ hartree the propagation gives $4.8649+1.0617i$ bohr³. The Bethe-Salpeter equation gives $4.8650+1.0618i$ bohr³. From the unrounded values, the difference is about $3.4\times10^{-5}$ of the modulus. The propagation uses finite steps of 0.02 and stops at time 60, both in atomic units. The pole sum (12) agrees with the direct solution to all printed digits.

The response to a potential with memory needs a separate test, because a potential acting at one time does not probe (7) fully. The test checks $\delta\gamma=\delta\gamma^{(0)}+RK\delta\gamma^{(0)}$ for a stationary potential with memory; it does not test (8) at unequal output times. The program uses a random symmetric orbital matrix multiplied by a factor that depends on imaginary frequency. The density matrix obtained from the Dyson equation changes as predicted, within $2.2\times10^{-10}$ per hartree. Its occupied-occupied block changes by up to $0.039$ per hartree, so the additional blocks found in part (f) are present.

### (k) Which changes destroy the identity?

First omit the Fock derivative from the kernel while keeping the Hartree-Fock orbitals and energies. Then restore the full kernel but raise all empty-orbital energies by 0.2 hartree. Predict the direction of each change in $\alpha_{zz}(0)$.

*Solution.* With no kernel, $A+B$ in (13) is the diagonal matrix $D$ of orbital-energy differences. For real orbitals, the Hartree derivative adds $2(ai|bj)$ in the spin-orbital basis: one contribution comes from $A$ and one from $B$. For any vector $y$, $\sum y_{ai}(ai|bj)y_{bj}$ is the Coulomb self-energy of the density $\sum y_{ai}\phi_a\phi_i$, so it is nonnegative. Adding a nonnegative matrix to the positive matrix $D$ cannot increase $d^T(A+B)^{-1}d$. The Hartree kernel alone therefore cannot raise the polarizability. It lowers it here from $3.463$ to $2.703$ bohr³.

The full kernel gives $4.623$ bohr³. In this molecule the Fock derivative more than reverses the reduction. The response with the Hartree kernel alone is not the derivative of the Hartree-Fock state with respect to the field, because the exchange potential in that state also follows the density matrix.

Raising the empty-orbital energies by 0.2 hartree adds $0.2$ times the unit matrix to $A+B$. By (13), this reduces $\alpha(0)$. The result is $3.900$ bohr³, again different from the finite-field value. The antisymmetrized bare kernel gives TDHF when $G$ is the self-consistent Hartree-Fock function from which the kernel was derived. Replacing $G$ while leaving the kernel unchanged breaks that connection.

### (l) What happens when the determinant is unstable?

Rotate the real occupied orbitals into the empty ones and find the energy to second order. Use the result to interpret a calculation at a bond length of 2.7 bohr.

*Solution.* Let $\gamma=e^\kappa\gamma_0e^{-\kappa}$, with real antisymmetric $\kappa$ whose nonzero elements are $\kappa_{ai}=-\kappa_{ia}$. Through second order,

$$\gamma=\gamma_0+\gamma_1+\gamma_2,\qquad
\gamma_1=[\kappa,\gamma_0],\qquad \gamma_2=\tfrac12[\kappa,\gamma_1].$$

The first commutator gives $(\gamma_1)_{ai}=(\gamma_1)_{ia}=\kappa_{ai}$. The second gives the diagonal elements

$$(\gamma_2)_{aa}=\sum_i\kappa_{ai}^2,\qquad (\gamma_2)_{ii}=-\sum_a\kappa_{ai}^2 .$$

The energy functional is $\mathcal E={\rm Tr}\,h\gamma+\frac12{\rm Tr}\,\gamma\Sigma[\gamma]$. Its expansion about $\gamma_0$ is

$$\delta \mathcal E={\rm Tr}\,F_0(\gamma_1+\gamma_2)+\tfrac12{\rm Tr}\,\gamma_1(K\gamma_1).$$

The trace with $\gamma_1$ vanishes because $F_0$ is diagonal and $\gamma_1$ is not. The trace with $\gamma_2$ gives $\sum(\varepsilon_a-\varepsilon_i)\kappa_{ai}^2$. In the last term, the $ai$ and $ia$ elements give two equal contributions from $K_{ai,bj}$ and two from $B_{ai,bj}$. The factor $\frac12$ leaves one of each. Therefore

$$\delta \mathcal E=\kappa^T(A+B)\kappa .\tag{14}$$

A negative eigenvalue of $A+B$ means that a nearby determinant has lower energy. It also affects the poles when $A-B$ remains positive definite, so that $C$ exists; the program confirms this for the triplet channel at 2.7 bohr. If $u^T(A+B)u<0$, choose $y=C^{-1}u$. Then $y^TWy=u^T(A+B)u<0$, so $W$ has a negative eigenvalue $\Omega^2$. The corresponding frequency is imaginary, and a generic small disturbance of that mode grows exponentially.

At 2.0 bohr, the smallest eigenvalue of $A+B$ and $A-B$, over all spin channels, is $0.393$ hartree. For real orbitals, the sum and difference of $X$ and $Y$ split $S$ into these two matrices. Hence $S$ is positive definite, and the time-ordered reading of part (h) is justified.

At 2.7 bohr, the lowest triplet eigenvalue of $A+B$ is $-0.1257$ hartree. Explicitly rotated determinants, with opposite rotations for the two spins, give an energy change $-0.1257\,\theta^2$ hartree for a rotation vector of length $\theta$, in agreement with (14). The program prints this coefficient, which is half the second derivative, as the energy curvature. The lowest triplet pole has $\Omega^2=-0.05175$ hartree², so its growth rate is $\sqrt{0.05175}=0.227$ in atomic units. The instability persists in aug-cc-pVDZ, where the eigenvalue of $A+B$ is $-0.113$ hartree and $\Omega^2=-0.0480$ hartree².

The algebraic equality of (6) and (10) survives this instability. Linearized TDHF still defines a causal evolution, whose Laplace transform converges when ${\rm Im}\,\omega$ exceeds the largest growth rate. The full equation (9) keeps $\gamma^2=\gamma$, so $\gamma$ stays bounded and the exponential growth lasts only while the disturbance is small. What fails is the interpretation of the real-frequency solution as the time-ordered response of a stable state.

Agreement between the two equations tests their equivalence, not the accuracy of Hartree-Fock. Correlation is absent from both the self-energy and the kernel, and the basis is small. The excitation energies and polarizabilities above are results of this model, not predictions of measured spectra.

## Values computed for the example and the checks

```
F2, RHF/6-31G, bond length (bohr): 2.0
spatial orbitals, occupied: 18 9
spin-orbital pairs, particle-hole pairs: 1296 324
total RHF energy (hartree): -198.445032
HOMO energy (hartree): -0.56912
LUMO energy (hartree): 0.53422
HOMO-LUMO gap (hartree): 1.10335
HOMO-LUMO integral (ai|ia) (hartree): 0.03637
HOMO-LUMO integral (aa|ii) (hartree): 0.62776
one-pair singlet A element (hartree): 0.54833
one-pair triplet A element (hartree): 0.47559
lowest singlet pole (hartree): 0.51720
lowest singlet pole (eV): 14.074
lowest triplet pole (hartree): 0.43649
lowest triplet pole (eV): 11.877
first z-bright pole (hartree): 0.96605
first z-bright pole (eV): 26.288
its strength f_n in alpha_zz (no unit): 3.7992
smallest eigenvalue of A+B, A-B (hartree): 0.39343
kernel vs self-energy slope, max error (hartree): 1.2e-11
one-electron self-action, max (hartree): 6.7e-16
pair function vs time integral, error (1/hartree): 9.6e-12
BSE vs TDHF Jacobian, 324 poles, error (hartree): 5.3e-10
static alpha_zz, BSE (bohr^3): 4.62287
static alpha_zz, finite-field SCF (bohr^3): 4.62286
static alpha_zz, no kernel (bohr^3): 3.46335
static alpha_zz, Hartree kernel only (bohr^3): 2.70264
shift of virtual energies (hartree): 0.2
static alpha_zz, shifted virtuals (bohr^3): 3.90018
complex frequency (hartree): 0.4 + 0.25i
kick strength (1/bohr): 0.001
time step, total time (atomic units): 0.02, 60
alpha_zz there, BSE (bohr^3): 4.86500+1.06177j
alpha_zz there, real-time TDHF (bohr^3): 4.86485+1.06168j
alpha_zz there, sum over poles (bohr^3): 4.86500+1.06177j
memory potential, max error of dgamma/dlam (1/hartree): 2.2e-10
memory potential, largest occ-occ change (1/hartree): 0.0392
short bond, lowest triplet A+B (hartree): 0.39343
short bond, lowest triplet pole squared (hartree^2): 0.19052
longer bond length (bohr): 2.7
longer bond, lowest triplet A+B (hartree): -0.12567
longer bond, energy curvature (hartree): -0.12567
longer bond, lowest triplet pole squared (hartree^2): -0.05175
```
